Constant Resistance from a Supply Branch and a Decoupling Branch, part 1

(Sections cited here and not found follow in the second part.)

## The matched network

Consider two branches joined in parallel. One holds a resistor R and an inductor, the other an equal resistor R and a capacitor. Suppose that at one chosen frequency the inductor has reactance +R and the capacitor has reactance −R. The branch impedances at that frequency are

Z₁ = R + jR,

Z₂ = R − jR.

Their product is R² − j²R² = 2R², because the cross terms −jR² and +jR² cancel and j² = −1. Their sum is 2R, because the reactances cancel. The impedance of the parallel pair is the product divided by the sum:

Z = 2R²/(2R) = R.

Two other cases can be read off directly. At very low frequency the inductor is nearly a short circuit and the capacitor nearly an open circuit, so only the first resistor counts and Z = R. At very high frequency the roles are exchanged, only the second resistor counts, and again Z = R. The same resistance appears at the bottom, at one point in the middle and at the top of the frequency scale. It remains to show what happens everywhere else.

The circuit is a simple model of how a chip receives its power. Current reaches the transistors through metal that has resistance R₁ and inductance L. Close to the transistors sits a decoupling capacitor C, which supplies current when the demand changes faster than the inductance allows the supply path to follow. The capacitor has a resistance R₂ in series with it. The transistors are the load, and the impedance they see determines how far their supply voltage moves when their current changes.

The model rests on the following assumptions. The elements are linear, they do not change with time, and each is lumped, meaning that one current and one voltage describe it. L, C, R₁ and R₂ are positive. The voltage source behind the supply path is ideal: it holds its voltage whatever current it gives, so for changes of voltage it acts as a short circuit. Both branches therefore run from the load node to a point whose voltage does not change, and for changes they are in parallel.

The signs are chosen so that all the quantities of interest are positive when the load draws more current. Let I be the increase of the load current, I_L the increase of the current arriving through the supply path, and I_C the current delivered by the capacitor. Current is conserved at the load node:

I = I_L + I_C.

Let u be the droop, the amount by which the load voltage falls. The impedance is Z = u/I. Sinusoidal quantities are written as complex amplitudes multiplying exp(jωt), where ω is the angular frequency, and s stands for jω. A time derivative then becomes multiplication by s, so the inductor has impedance sL and the capacitor 1/(sC). The branches are

Z₁ = R₁ + sL,

Z₂ = R₂ + 1/(sC).

The same droop u stands across both, so I_L = u/Z₁ and I_C = u/Z₂. Adding these gives I = u(Z₁ + Z₂)/(Z₁Z₂), and hence

Z = Z₁Z₂/(Z₁ + Z₂).

Now let both resistances have the common value R. Multiplying out the product term by term gives

Z₁Z₂ = R·R + R/(sC) + sL·R + sL/(sC).

In the last term s cancels, leaving L/C, a constant with the dimension of resistance squared. Collecting the two terms that contain s,

Z₁Z₂ = R² + L/C + R[sL + 1/(sC)].

The sum of the branches contains the same bracket:

Z₁ + Z₂ = 2R + [sL + 1/(sC)].

To see how far Z lies from R, subtract R and use the common denominator:

Z − R = {Z₁Z₂ − R(Z₁ + Z₂)}/(Z₁ + Z₂).

In the numerator, R(Z₁ + Z₂) equals 2R² + R[sL + 1/(sC)]. The bracketed terms cancel, and R² + L/C − 2R² remains:

Z − R = (L/C − R²)/[2R + sL + 1/(sC)].

The numerator no longer depends on frequency. If

R² = L/C,

it is zero, and Z = R at every frequency. The denominator causes no difficulty, since its real part 2R is positive. If R² differs from L/C, the numerator is a nonzero constant while the denominator varies with frequency, so Z varies too. Equal resistances alone are therefore not enough.

There remains the question whether unequal resistances could also give a constant impedance. Multiply the numerator and denominator of Z₁Z₂/(Z₁ + Z₂) by sC. In the numerator the factor goes to Z₂, turning it into 1 + sR₂C. In the denominator it multiplies every term:

Z = (R₁ + sL)(1 + sR₂C)/[1 + s(R₁ + R₂)C + s²LC].

As the frequency goes to zero, all terms with s vanish and Z tends to R₁. As the frequency grows without limit, the terms in s² dominate, and Z tends to LR₂C/(LC) = R₂. A constant impedance must have equal limits, so R₁ = R₂. The preceding result then fixes the common value at √(L/C). For positive resistances the two conditions are thus both sufficient and necessary.

The matching condition can be read as an equality of two times. The supply branch has the time constant L/R and the capacitor branch has RC. Setting them equal gives L/R = RC, or R² = L/C. Write the common value as

τ = L/R = RC.

In terms of τ the branches become

Z₁ = R(1 + jωτ),

Z₂ = R[1 + 1/(jωτ)] = R(1 + jωτ)/(jωτ).

Since u = RI in the matched network, the share of the load current carried by each branch is R divided by the impedance of that branch:

I_L/I = 1/(1 + jωτ),

I_C/I = jωτ/(1 + jωτ).

The two shares add to one, as they must. The first is large at low frequency and the second at high frequency. The supply path hands the current over to the capacitor as the frequency rises, and the voltage at the load shows no trace of the handover.

The balance of power shows why no trace remains. For complex amplitudes, uI* is twice the complex power, the star denoting the complex conjugate. Because I* = I_L* + I_C*, and because u = Z₁I_L = Z₂I_C,

Z|I|² = Z₁|I_L|² + Z₂|I_C|².

The squared magnitudes of the shares are

|I_L|²/|I|² = 1/(1 + ω²τ²),

|I_C|²/|I|² = ω²τ²/(1 + ω²τ²).

They add to one. Each branch has the same resistance, so the real part of Z is R. The imaginary part is the reactance of the inductor weighted by its share, minus the size of the capacitor's reactance weighted by its own:

Im Z = ωL/(1 + ω²τ²) − [1/(ωC)]·ω²τ²/(1 + ω²τ²).

In the second term the factors of ω combine to ωτ²/C. Writing τ² as the product of its two forms, τ² = (L/R)(RC) = LC, turns this into ωL. The two terms are equal and cancel. At each frequency the reactive powers of inductor and capacitor are equal and opposite, and, averaged over a period, the two resistors together dissipate what a single resistor R would dissipate if it carried the whole current. This does not mean that energy swings from one element to the other. The fall of the capacitor's own voltage is I_C/(jωC) = RI_L, in phase with the inductor current, and since CR² = L the energies associated with these changes are equal in the two elements at every instant and rise and fall together.

A chip does not draw a sinusoidal current, so the result is also needed in time. Let y be the fall of the voltage on the capacitor itself, without its series resistor. The droop is the same along either branch:

u = R I_L + L dI_L/dt,

u = R I_C + y.

The capacitor loses charge at the rate I_C, so C dy/dt = I_C = I − I_L. Substituting I_C = I − I_L in the second expression for the droop gives

u = RI + (y − RI_L).

The difference between the droop and that of a plain resistor is therefore

w = y − RI_L.

Its rate of change follows from the circuit equations. From the first expression for u, L dI_L/dt = u − RI_L, and with u = RI + y − RI_L this is RI + y − 2RI_L. Hence

dw/dt = (I − I_L)/C − (R/L)(RI + y − 2RI_L).

Now use the matching condition in the form R²/L = 1/C. The terms containing I are I/C − I/C and cancel. The terms containing I_L are −I_L/C + 2I_L/C = I_L/C, which equals R²I_L/L. What is left is

dw/dt = (R/L)(RI_L − y) = −w/τ.

The load current has disappeared from this equation. Whatever the load does, w decays from its initial value as exp(−t/τ). In any steady state the supply path carries all the current, so I_L = I, and no current flows through the capacitor's resistor, so y = u = RI. Then w = 0. A network that starts from a steady state thus keeps w = 0, and

u(t) = R I(t)

for any later load current. If the capacitor and inductor start out of balance, for instance while the supply is being switched on, there is an additional voltage w(0)exp(−t/τ), which the impedance does not describe because it is not caused by the load current.

Let the load current jump from zero to I₀ at t = 0, with the network at rest before. The droop jumps to I₀R and stays there. Each branch then responds to a constant voltage I₀R. In the supply branch,

L dI_L/dt + RI_L = RI₀, with I_L(0) = 0,

since the current in an inductor cannot jump. The solution is

I_L = I₀[1 − exp(−t/τ)].

The capacitor supplies the rest:

I_C = I₀ exp(−t/τ).

At the first instant the capacitor gives the whole current through its resistor. Later the supply path gives the whole current through the other resistor. In between, one current grows as fast as the other declines.

Take round values, L = 10 pH and C = 100 nF. The matching resistance is

R = √(10×10⁻¹² H/100×10⁻⁹ F) = √(10⁻⁴ Ω²) = 0.010 Ω,

or 10 mΩ. The time constant is τ = L/R = 10 pH/10 mΩ = 1.0 ns. The inductor and capacitor have reactances of equal size at ω₀ = 1/√(LC), which equals 1/τ because τ² = LC. The corresponding frequency is

f₀ = 1/(2πτ) = 159 MHz.

This is the frequency of the opening case. Each branch there has magnitude √2 × 10 mΩ = 14.1 mΩ and carries 0.707 of the load current in magnitude. The two currents are a quarter of a period apart in phase, so their magnitudes do not simply add. At one tenth of f₀ the supply branch has magnitude 10.05 mΩ and the capacitor branch 100.5 mΩ. At ten times f₀ these values are exchanged. The combined impedance is 10 mΩ in all three cases.

For a load step of 5.0 A on a 1.0 V supply, the droop is

u = 5.0 A × 10 mΩ = 50 mV,

which is 5% of the supply voltage. After one time constant the supply path carries 5.0(1 − e⁻¹) = 3.16 A and the capacitor 1.84 A. In the final state the supply path dissipates (5.0 A)² × 0.010 Ω = 0.25 W. The flat impedance has this price: the droop does not recover while the load current lasts, and the loss continues with it.

The condition can be turned around to choose a capacitor. If the load current may change by I₀ and the voltage may fall by ΔV, the matched network needs R = ΔV/I₀, and for a given inductance the capacitance must be

C = L/R² = L(I₀/ΔV)².

Halving the permitted droop at fixed L and I₀ takes four times the capacitance. Both series resistances must also be brought to the new R.

The result can be repeated from one stage of a supply to the next. The resistor in the supply branch entered the derivation only through its impedance R. Any network whose impedance is R at all frequencies can take its place, including another matched pair of branches. A board-level stage with its own inductance and capacitance may thus feed the chip-level stage. If each stage has L/C = R² and each capacitor has series resistance R, then the first stage presents R to the second, the second presents R to the third, and the load sees R. The inductances and capacitances may differ greatly between stages, provided that their ratio is the same. In such a chain the steady current passes through only one resistor R, the one at the source, since the later supply branches are assumed to contain no further resistance of their own. Real conductors do have resistance, which adds to R at low frequency and spoils the flatness by that amount.

For positive resistances, the load sees the same impedance at every frequency exactly when R₁ = R₂ = √(L/C), and from a steady start the droop is then u(t) = R I(t) for any load current. It remains to see what other resistances would do, and how far the properties of a real copper grid and capacitor disturb the result.

Numbers in the example were calculated in double precision.
